# Why allyl's central carbon carries negative spin despite the SOMO node

## Question

In the allyl radical three pi electrons are spread over three carbons. Hückel theory puts two of them in a bonding orbital and the third in a nonbonding orbital \((1,0,-1)/\sqrt2\). The bonding pair has one electron of each spin, so its spin should cancel. The spin density should then be the square of the singly occupied orbital: one half on each end carbon and nothing in the middle.

An unrestricted pi-electron calculation gives me a negative number on the central carbon. How can there be spin where the unpaired electron has a node, and how can a density be negative? Is this real, or an artefact of the unrestricted method?

## Answer

Your argument contains one assumption that fails: that the two paired electrons occupy the same spatial orbital. Their spins cancel in total, but they need not cancel at each carbon. The unpaired electron acts differently on the two members of the pair, and at the node their difference is all that is left.

As for the sign, spin density is a difference of two populations,
\[
\rho_i=\langle n_{i\uparrow}\rangle-\langle n_{i\downarrow}\rangle ,
\]
where \(n_{i\sigma}\) counts electrons of spin \(\sigma\) on carbon \(i\). Each population is non-negative, but the difference can have either sign. With two up electrons and one down electron, the only constraint on the sum is \(\rho_1+\rho_2+\rho_3=1\).

### The model and the SOMO picture

Take one pi orbital per carbon, orthonormal, with carbon 2 in the middle. Let \(t>0\) be the hopping energy between neighbours and \(U>0\) the repulsion of two electrons on the same carbon:
\[
H=-t\sum_\sigma\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{3\sigma}+\text{h.c.}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow}.
\]
The natural energy unit is \(t\). Sigma electrons, repulsion between different carbons and changes of geometry are left out, so the numbers below belong to the model and do not predict measured allyl.

Reflection through carbon 2 sorts the orbitals. The even ones are built from \(e=(1,0,1)/\sqrt2\) and \(c=(0,1,0)\). The hopping matrix \(h\) has zero diagonal elements in this basis and \(\langle e|h|c\rangle=-2t/\sqrt2=-\sqrt2\,t\). The even orbitals are therefore \((e\pm c)/\sqrt2\):
\[
\varphi_1=\left(\tfrac12,\tfrac1{\sqrt2},\tfrac12\right),\qquad
\varphi_3=\left(\tfrac12,-\tfrac1{\sqrt2},\tfrac12\right),
\]
with energies \(-\sqrt2\,t\) and \(+\sqrt2\,t\). The single odd orbital \(\varphi_2=(1,0,-1)/\sqrt2\) has energy 0. It is the singly occupied orbital, or SOMO, and being odd it must vanish on carbon 2.

Now let the electrons of the pair have separate even orbitals, \(a\) for spin up and \(b\) for spin down. Adding up the populations gives
\[
\rho_i=|\varphi_2(i)|^2+|a(i)|^2-|b(i)|^2 .
\]
If \(a=b\), as in a restricted determinant, this is the square of the SOMO, \((\tfrac12,0,\tfrac12)\). If \(a\neq b\), then \(\rho_2=|a(2)|^2-|b(2)|^2\). The node is still there, but it no longer decides \(\rho_2\).

### Why the pair splits

In a determinant of spin-up and spin-down orbitals, opposite spins are uncorrelated, so \(\langle n_{i\uparrow}n_{i\downarrow}\rangle=\langle n_{i\uparrow}\rangle\langle n_{i\downarrow}\rangle\). An electron of one spin thus moves in a potential \(U\) times the population of the other spin. There is no same-spin term, because the Pauli principle forbids two electrons of equal spin in one site orbital.

Start from the Hückel populations. The up electrons fill \(\varphi_1\) and \(\varphi_2\), and the down electron fills \(\varphi_1\):
\[
n_\uparrow=\left(\tfrac34,\tfrac12,\tfrac34\right),\qquad n_\downarrow=\left(\tfrac14,\tfrac12,\tfrac14\right).
\]
The down electron feels \(U(\tfrac34,\tfrac12,\tfrac34)\), which is higher at the ends, where the unpaired electron sits. It moves towards the centre. The up electrons feel \(U(\tfrac14,\tfrac12,\tfrac14)\), which is higher at the centre, so the paired up electron moves towards the ends. Both shifts make \(\rho_2\) negative.

To find the size, write the down orbital as \(b=\cos\beta\,e+\sin\beta\,c\). Its potential is \(3U/4\) on \(e\) and \(U/2\) on \(c\), that is, the mean \(5U/8\) plus or minus \(\Delta=U/8\). Its energy is
\[
\frac{5U}{8}+\Delta\cos2\beta-\sqrt2\,t\sin2\beta .
\]
This is smallest when the unit vector \((\cos2\beta,\sin2\beta)\) points opposite to \((\Delta,-\sqrt2\,t)\), so
\[
\cos2\beta=-\frac{\Delta}{\sqrt{\Delta^2+2t^2}}=-\frac{k}{\sqrt{1+k^2}},\qquad k=\frac{\Delta}{\sqrt2\,t}=\frac{U}{8\sqrt2\,t}.
\]
The central population is \(\sin^2\beta=(1-\cos2\beta)/2\), which exceeds one half. For the up orbital \(a=\cos\alpha\,e+\sin\alpha\,c\) the potential is \(U/4\) on \(e\) and \(U/2\) on \(c\). The half-difference changes sign, so \(\cos2\alpha=+k/\sqrt{1+k^2}\). After this first pass
\[
\rho_2=\sin^2\alpha-\sin^2\beta=\frac{\cos2\beta-\cos2\alpha}{2}=-\frac{k}{\sqrt{1+k^2}} .
\]

### The self-consistent answer

The shifted populations change the potentials, so the orbitals must be found together. I minimize the energy over determinants with up orbitals \(\varphi_2,a\) and down orbital \(b\). Define \(u=\cos2\alpha\) and \(v=-\cos2\beta\), so that positive \(u\) and \(v\) describe the shifts just found. The populations are
\[
n_\uparrow:\ \text{ends }\tfrac12+\tfrac{1+u}{4}=\tfrac{3+u}{4},\quad \text{centre }\tfrac{1-u}{2};
\]
\[
n_\downarrow:\ \text{ends }\tfrac{1-v}{4},\quad \text{centre }\tfrac{1+v}{2}.
\]
Hence \(\rho_2=-(u+v)/2\).

The hopping energy of \(a\) is \(2\cos\alpha\sin\alpha\,(-\sqrt2\,t)=-\sqrt2\,t\sin2\alpha\). For given populations it is lowest when both amplitudes have the same sign, and then \(\sin2\alpha=\sqrt{1-u^2}\). The same holds for \(b\) with \(v\), while \(\varphi_2\) contributes zero. The repulsion, counting two ends and one centre, is
\[
U\left[2\,\frac{(3+u)(1-v)}{16}+\frac{(1-u)(1+v)}{4}\right]
=\frac U8\left[(3+u)(1-v)+2(1-u)(1+v)\right].
\]
The two products are \(3-3v+u-uv\) and \(2+2v-2u-2uv\). Their sum is \(5-u-v-3uv\), so
\[
E(u,v)=-\sqrt2\,t\left(\sqrt{1-u^2}+\sqrt{1-v^2}\right)+\frac U8(5-u-v-3uv).
\]
The identity \(-3uv=-\tfrac32(u^2+v^2)+\tfrac32(u-v)^2\) separates the variables:
\[
E(u,v)=\frac{F(u)+F(v)}2+\frac{3U}{16}(u-v)^2,
\]
\[
F(s)=-2\sqrt2\,t\sqrt{1-s^2}+\frac U8(5-2s-3s^2).
\]
The first part of \(E\) is never below the minimum of \(F\), and the second is never negative. Both reach their lowest values when \(u=v=s\), with \(s\) the minimizer of \(F\). The spin densities are then
\[
\rho=\left(\frac{1+s}2,\,-s,\,\frac{1+s}2\right).
\]

The sign of \(s\) follows from three facts.

1. The derivative is
\[
F'(s)=\frac{2\sqrt2\,t\,s}{\sqrt{1-s^2}}-\frac U4(1+3s),
\]
so \(F'(0)=-U/4\). The energy falls as soon as the pair splits in the direction \(s>0\). The unsplit determinant is not even stationary, and no threshold in \(U\) has to be passed.

2. For \(s>0\), \(F(-s)-F(s)=\tfrac U8(4s)=Us/2>0\), so a negative \(s\) is always worse than its positive partner.

3. \(F'\) tends to \(+\infty\) as \(s\to1\), so the minimum lies inside the interval.

Setting \(F'(s)=0\) gives
\[
\frac{s}{\sqrt{1-s^2}}=\frac{U(1+3s)}{8\sqrt2\,t},\qquad 0<s<1 .
\]
The positive root is unique. The left side has slope \((1-s^2)^{-3/2}\), which grows with \(s\), so left minus right is a convex function. It starts negative at \(s=0\) and ends at \(+\infty\), and a convex function can do that with only one crossing.

This equation is the first-pass result with feedback. The end-minus-centre difference of \(n_\uparrow\) is now \((3+s)/4-(1-s)/2=(1+3s)/4\) instead of \(1/4\), so the splitting of the pair strengthens the potential that causes it.

I assumed reflection symmetry and a SOMO among the up orbitals. A numerical search over all real determinants of this spin, without those assumptions, finds the same lowest solution at the four values of \(U\) tabulated below.

### Numbers for \(U=2t\)

This is a round model value, not a fit to allyl. The first pass has \(k=2/(8\sqrt2)=0.1768\), hence \(\rho_2=-0.1768/\sqrt{1+0.1768^2}=-0.174\).

The self-consistent root is \(s=1/3\), as substitution confirms:
\[
\frac{1/3}{\sqrt{8/9}}=\frac1{2\sqrt2},\qquad \frac{2(1+1)}{8\sqrt2}=\frac1{2\sqrt2}.
\]
The site contributions are:

| | End | Centre |
|---|---:|---:|
| SOMO, up | 0.500 | 0.000 |
| Paired electron, up | 0.333 | 0.333 |
| Paired electron, down | 0.167 | 0.667 |
| Spin density | 0.667 | −0.333 |

At the centre, \(0+\tfrac13-\tfrac23=-\tfrac13\), with no contribution from the SOMO. At each end, \(\tfrac12+\tfrac13-\tfrac16=\tfrac23\). The total is \(2\cdot\tfrac23-\tfrac13=1\), as it must be. The ends carry more than one half each, to balance the negative centre.

The total electron population is one on every carbon: \(0.833+0.167\) at an end and \(0.333+0.667\) at the centre. The site charges are uniform although the site spins are not, so the total populations do not reveal the effect.

The energies are
\[
F(0)=-2\sqrt2\,t+\tfrac54t=-1.578\,t,\qquad
F(\tfrac13)=-\tfrac83t+t=-1.667\,t .
\]
The first is the best restricted energy at this \(U\), so splitting the pair gains \(0.088\,t\). At larger \(U\) the symmetric determinant stops being the best restricted one: at \(U=4t\) the lowest restricted determinant breaks reflection symmetry, with a squared SOMO of about \((0.17,0,0.83)\) or its mirror image and energy \(-0.365\,t\) against \(F(0)=-0.328\,t\). A restricted spin density, being the square of one orbital, is still never negative.

### Is it an artefact?

The sign is not an artefact in this model, but the size is exaggerated. The unrestricted determinant has a definite \(S_z=\tfrac12\) but not a definite total spin. To see by how much, use (with \(\hbar=1\))
\[
S^2=S_-S_++S_z(S_z+1).
\]
The last term gives \(3/4\). The first gives the squared norm of \(S_+\) acting on the determinant. \(S_+\) turns the down electron in \(b\) into an up electron in \(b\), next to those in \(\varphi_2\) and \(a\). By the Pauli principle only the part of \(b\) orthogonal to both survives. Since \(b\) is even, it is already orthogonal to \(\varphi_2\), and the squared norm is \(1-\langle a|b\rangle^2\).

At the minimum \(\cos2\alpha=s=-\cos2\beta\), so \(\beta=\pi/2-\alpha\). The overlap is
\[
\langle a|b\rangle=\cos(\alpha-\beta)=\cos\left(2\alpha-\tfrac\pi2\right)=\sin2\alpha=\sqrt{1-s^2},
\]
and therefore
\[
\langle S^2\rangle=\tfrac34+s^2 .
\]
For \(U=2t\) this is \(0.861\), whereas a doublet has \(0.75\). The excess is an admixture of quartet, called spin contamination. It comes from the same splitting \(s\) that produces the negative spin density, so it is fair to ask whether a true doublet shows the effect at all.

The model is small enough to diagonalize without the mean-field approximation. Its ground state is a pure doublet at each \(U\) in the table:

| \(U/t\) | \(\rho_2\), unrestricted | \(\rho_2\), model ground state | \(\langle S^2\rangle\), unrestricted |
|---:|---:|---:|---:|
| 0.5 | −0.051 | −0.044 | 0.753 |
| 1 | −0.119 | −0.086 | 0.764 |
| 2 | −0.333 | −0.158 | 0.861 |
| 4 | −0.756 | −0.247 | 1.322 |

The negative sign survives in every row. At \(U=2t\) the unrestricted value is about twice that of the model ground state, and at \(U=4t\) about three times. As \(U/t\to\infty\) the root \(s\) tends to 1, so the unrestricted determinant approaches spins \((1,-1,1)\) with \(\langle S^2\rangle=7/4\), far from a doublet. Its spin densities should then not be read quantitatively.

As \(U/t\to0\) the two results approach each other, and perturbation theory shows why. Let \(\Phi_0\) be the Hückel determinant and \(\Psi_1\) the first-order correction due to \(U\). Since \(\rho_2=0\) in \(\Phi_0\), the leading term is \(2\langle\Phi_0|\hat\rho_2|\Psi_1\rangle\), where \(\hat\rho_2=n_{2\uparrow}-n_{2\downarrow}\). This operator moves at most one electron, so only single excitations in \(\Psi_1\) contribute. Reflection symmetry leaves \(\varphi_1\to\varphi_3\), for either spin.

The matrix element of the repulsion for such an excitation is that of the mean-field potential. With \(\varphi_1\varphi_3=(\tfrac14,-\tfrac12,\tfrac14)\) on the three sites, the down electron has
\[
U\left(2\cdot\tfrac14\cdot\tfrac34-\tfrac12\cdot\tfrac12\right)=+\frac U8,
\]
and the up electron has
\[
U\left(2\cdot\tfrac14\cdot\tfrac14-\tfrac12\cdot\tfrac12\right)=-\frac U8 .
\]
Each amplitude is minus the matrix element divided by the excitation energy \(2\sqrt2\,t\): \(-U/(16\sqrt2\,t)\) for down and \(+U/(16\sqrt2\,t)\) for up. An amplitude \(A\) changes the central population by \(2A\,\varphi_1(2)\varphi_3(2)=-A\). The down population rises by \(U/(16\sqrt2\,t)\), the up population falls by the same amount, and
\[
\rho_2\simeq-\frac{U}{8\sqrt2\,t}=-0.0884\,\frac Ut .
\]
The self-consistent equation gives the same law when \(s\) is small. The negative sign is thus a first-order effect of electron repulsion, and the unrestricted determinant gives the correct \(\rho_2\) at that order. Its wavefunction is not correct at that order: \(\Psi_1\) also contains the double excitation \(\varphi_1\to\varphi_2\) (down) with \(\varphi_2\to\varphi_3\) (up), of amplitude \(U/(8\sqrt2\,t)\) in size. This term adds nothing to the leading \(\rho_2\) but keeps the state a doublet. The determinant lacks it, so its quartet amplitude is already first order in \(U\), and simply projecting the quartet out does not repair the spin density: it leaves one third of the correct slope. The numerical check confirms this slope for the exact ground state and for the root of the self-consistent equation.

### What this means for an EPR spectrum

A pi orbital vanishes in the molecular plane, where the protons lie. An isotropic proton coupling therefore needs the sigma electrons, which this model omits. As a working assumption, not derived here, I take each proton's coupling to be proportional to the pi spin density on its own carbon. I also take one common factor for central and end protons, which is a further approximation.

The ratio of central to end coupling is then \(\rho_2/\rho_1\). The squared SOMO gives 0, meaning no splitting from the central proton. At \(U=2t\) the unrestricted determinant gives \(-0.50\) and the model ground state \(-0.27\). A splitting from the central proton is therefore no contradiction of the SOMO's node.

The sign needs more care. To first order, a proton with coupling \(A_{\mathrm H}\) splits a line into two, displaced by \(+A_{\mathrm H}/2\) and \(-A_{\mathrm H}/2\) for its two spin states. Reversing the sign of \(A_{\mathrm H}\) exchanges the labels of the two lines but leaves their positions unchanged. Such line positions show that the central coupling is nonzero, but not its sign, and so not that it is opposite in sign to the end couplings, which is what a negative \(\rho_2\) implies.

So keep the squared SOMO as the answer to "where is the unpaired orbital?" For "where is there excess up or down spin?", the unrestricted determinant adds the difference between the two electrons of the pair. On the central carbon the first contribution is zero by symmetry and the second is negative. The exact ground state of the model is not a single determinant, but at every \(U\) in the table its central spin density is negative too.

## Calculated quantities

```
Energies in units of t; populations and spins in electrons
Repulsion U: 2.0 t
Hueckel orbital energies (t): -1.4142  0.0000  1.4142
SOMO squared, sites 1 2 3: 0.5000  0.0000  0.5000
Restricted spin density, sites 1 2 3: 0.5000  0.0000  0.5000
Hueckel spin-up populations: 0.7500  0.5000  0.7500
Hueckel spin-down populations: 0.2500  0.5000  0.2500
First field on spin-down electron (t): 1.5000  1.0000  1.5000
First field on spin-up electrons (t): 0.5000  1.0000  0.5000
First-pass parameter k (no unit): 0.1768
First-pass spin-up populations: 0.7935  0.4130  0.7935
First-pass spin-down populations: 0.2065  0.5870  0.2065
First-pass spin density: 0.5870  -0.1741  0.5870
Self-consistent root s (no unit): 0.333333
UHF spin-up populations: 0.8333  0.3333  0.8333
UHF spin-down populations: 0.1667  0.6667  0.1667
UHF paired spin-up orbital squared: 0.3333  0.3333  0.3333
UHF paired spin-down orbital squared: 0.1667  0.6667  0.1667
UHF SOMO squared: 0.5000  0.0000  0.5000
UHF spin density, sites 1 2 3: 0.6667  -0.3333  0.6667
Exact-model spin density, sites 1 2 3: 0.5791  -0.1583  0.5791
Centre/end spin ratio, UHF (no unit): -0.5000
Centre/end spin ratio, exact model (no unit): -0.2733
Restricted energy: -1.57843 t
UHF energy: -1.66667 t
Exact-model energy: -1.82009 t
UHF <S^2> (hbar^2): 0.8611
Exact-model <S^2> (hbar^2): 0.7500
Energy slope dF/ds at s=0: -0.5000 t
Central spin per U/t at small U, exact model: -0.08839
Central spin per U/t at small U, UHF: -0.08839
Central spin per U/t at small U, formula: -0.08839
U/t | central spin UHF | central spin exact model | UHF <S^2>
0.5 | -0.0509 | -0.0439 | 0.7526
1.0 | -0.1191 | -0.0859 | 0.7642
2.0 | -0.3333 | -0.1583 | 0.8611
4.0 | -0.7562 | -0.2472 | 1.3218
```
